\section*{Harris Error of a Heteronuclear Two-Site SCC-DFTB Model}

\section{Problem}

Two different atoms, A and B, each carry one real valence orbital. The orbitals have overlap $s$, with $0\le s<1$, and share two spin-paired electrons. Each neutral atom has one valence electron, $q_A^0=q_B^0=1$. The Hamiltonian $H^0$ of the superposed neutral atoms has diagonal elements $e_A,e_B$ and off-diagonal element $h$. Charges are Mulliken electron numbers $q_a$, and $\Delta q_a=q_a-q_a^0$ is positive for an excess of electrons.

(a) Derive the second-order SCC-DFTB energy from a density functional. (b) Write the map from input to output charges with the matrix $\gamma$. (c) Start from neutral atoms, $\Delta q^{\rm in}=0$, and find the error of the Harris energy relative to the self-consistent energy of the same model.

The Harris energy takes the band energy from one diagonalization and the double-counting terms from the input charges. For neutral input it is $2\varepsilon_1[H^0]+E_{\rm rep}$, where $\varepsilon_1$ is the lower eigenvalue and $E_{\rm rep}$ depends on the geometry alone.

Use the round model parameters $e_A=-0.40$, $e_B=-0.25$, $h=-0.20$, $U_A=0.45$, $U_B=0.35$ (hartree), $s=0.30$ and distance $R=2.5$ bohr. Quoted energies omit $E_{\rm rep}$, which cancels in the error.

\section{A tempting solution}

Diagonalizing $H^0$ moves $x_0=0.600$ electrons from B to A and gives the Harris energy $-0.8571$ hartree. The second-order energy of the charges $(x_0,-x_0)$ is
\begin{equation}
\tfrac12\Gamma x_0^2,\qquad \Gamma=U_A+U_B-2\gamma_{AB}.
\end{equation}
With $\Gamma=0.1965$ hartree this is $0.0354$ hartree. Neutral input leaves this term out. Adding it, before rounding either number, gives $-0.8218$ hartree, so the Harris error appears to be $-0.0354$ hartree.

\section{The fault}

The numbers $x_0$, $\Gamma$ and $-0.8218$ are correct, but the last is not the self-consistent energy. The orbitals of $H^0$ minimise the band energy without the charge term. At $x_0$ the band energy is stationary, so the slope of the full energy there is that of $\frac12\Gamma x^2$, namely $\Gamma x_0=0.118$ hartree per electron. The energy can still fall if charge flows back to B. The tempting solution measures the Harris energy against an unrelaxed state.

\section{Correct solution}

\subsection{The second-order energy}

Let $J[n]$ be the Hartree plus exchange-correlation energy, and write $n=n_0+\delta n$, where $n_0$ is the sum of neutral-atom densities. With $v_0=\delta J/\delta n$ at $n_0$,
\begin{equation}
J[n]=J[n_0]+\int v_0\,\delta n+\frac12\iint\left(\frac1{|\mathbf r-\mathbf r'|}+f_{xc}\right)\delta n\,\delta n'+O(\delta n^3).
\end{equation}
Here $f_{xc}$ is the second functional derivative of the exchange-correlation energy at $n_0$. Since $\int v_0\delta n=\int v_0n-\int v_0n_0$, the term $\int v_0n$ joins the kinetic and external energies to form the expectation value of $H[n_0]$. The rest, $J[n_0]-\int v_0n_0$ plus the ion repulsion, does not depend on the orbitals and is called $E_{\rm rep}$.

The monopole approximation replaces $\delta n$ by $\sum_a\Delta q_aF_a$, with a normalised spherical density $F_a$ on each atom. With the density matrix $P$,
\begin{equation}
E={\rm Tr}\,PH^0+\frac12\sum_{ab}\gamma_{ab}\Delta q_a\Delta q_b+E_{\rm rep}.
\end{equation}
This is a model step, not an identity. So are the choices for $\gamma$: on site it is the Hubbard parameter $U_a$, and between sites it is the Coulomb energy of the two densities, without $f_{xc}$.

\subsection{The matrix $\gamma$}

Take $F_a=\tau_a^3e^{-\tau_ar}/8\pi$, whose Fourier transform is $f_a=\tau_a^4/(k^2+\tau_a^2)^2$. The Coulomb energy of two such densities is
\begin{equation}
\gamma_{ab}=\frac2\pi\int_0^\infty f_af_b\,\frac{\sin kR_{ab}}{kR_{ab}}\,dk .
\end{equation}
On site the last factor is 1. Setting $k=\tau u$ and using $\int_0^\infty du/(1+u^2)^4=5\pi/32$ gives $U=5\tau/16$. Hence $\tau_A=1.44$ and $\tau_B=1.12$ bohr$^{-1}$.

For $a=\tau_A\ne b=\tau_B$ and $p=k^2$, decompose
\begin{equation}
\frac{a^4b^4}{p(p+a^2)^2(p+b^2)^2}=\frac1p+\frac{A_1}{p+a^2}+\frac{A_2}{(p+a^2)^2}+\frac{B_1}{p+b^2}+\frac{B_2}{(p+b^2)^2}.
\end{equation}
Let $g(p)=a^4b^4/[p(p+b^2)^2]$. Then
\begin{align}
A_2&=g(-a^2)=-\frac{a^2b^4}{(b^2-a^2)^2},\\
A_1&=g'(-a^2)=A_2\left(\frac1{a^2}-\frac2{b^2-a^2}\right)=-\frac{b^4(b^2-3a^2)}{(b^2-a^2)^3},
\end{align}
and $B_1,B_2$ follow by exchanging $a$ and $b$. The inverse transforms of $4\pi/p$, $4\pi/(p+a^2)$ and $4\pi/(p+a^2)^2$ are $1/R$, $e^{-aR}/R$ and $e^{-aR}/2a$. Therefore
\begin{align}
\gamma_{AB}&=\frac1R-L(a,b)-L(b,a),\\
L(a,b)&=e^{-aR}\left[\frac{ab^4}{2(b^2-a^2)^2}+\frac{b^4(b^2-3a^2)}{(b^2-a^2)^3R}\right].
\end{align}
The example has $\gamma_{AB}=0.3018$ hartree, so $\Gamma=0.45+0.35-2(0.3018)=0.196$ hartree; the unrounded value is $0.1965$.

The sign of $\Gamma$ matters below. Since $f_a>0$ and $\sin z/z<1$ for $z>0$,
\begin{equation}
\Gamma>\frac2\pi\int_0^\infty(f_A-f_B)^2dk\ge0\qquad(R>0).
\end{equation}

\subsection{The energy as a function of charge}

The occupied orbital has real coefficients with $c_A^2+c_B^2+2sc_Ac_B=1$. Its Mulliken charges are $q_A=2(c_A^2+sc_Ac_B)$ and $q_B=2(c_B^2+sc_Ac_B)$. They add to 2, so $\Delta q=(x,-x)$ with
\begin{equation}
x=\tfrac12(q_A-q_B)=c_A^2-c_B^2 .
\end{equation}
The charge term is then $\frac12(U_A-2\gamma_{AB}+U_B)x^2=\frac12\Gamma x^2$.

Put $u=c_A+c_B$ and $v=c_A-c_B$. Then $x=uv$, $c_A^2+c_B^2=(u^2+v^2)/2$ and $c_Ac_B=(u^2-v^2)/4$. Normalisation becomes $(1+s)u^2/2+(1-s)v^2/2=1$, which is solved by
\begin{equation}
u=\sqrt{\frac2{1+s}}\cos\theta,\qquad v=\sqrt{\frac2{1-s}}\sin\theta,\qquad x=\frac{\sin2\theta}{\sigma},\qquad \sigma=\sqrt{1-s^2}.
\end{equation}
With $\bar e=(e_A+e_B)/2$ and $D=e_A-e_B$, the band energy is
\begin{align}
2(e_Ac_A^2+e_Bc_B^2+2hc_Ac_B)&=(\bar e+h)u^2+(\bar e-h)v^2+Dx\\
&=\frac{2(\bar e+h)}{1+s}\cos^2\theta+\frac{2(\bar e-h)}{1-s}\sin^2\theta+Dx\\
&=2\bar\varepsilon-2t\cos2\theta+Dx .
\end{align}
The last line uses $2\cos^2\theta=1+\cos2\theta$ and $2\sin^2\theta=1-\cos2\theta$. Over the common denominator $\sigma^2$, the sum and difference of the two fractions give
\begin{equation}
\bar\varepsilon=\frac{\bar e-sh}{\sigma^2},\qquad t=\frac{s\bar e-h}{\sigma^2}.
\end{equation}
Assume $t>0$; here $t=(-0.0975+0.20)/0.91=0.1126$ hartree. At given $x$ the lower energy has $\cos2\theta=+\sqrt{1-\sigma^2x^2}$, hence
\begin{equation}
E(x)=\underbrace{2\bar\varepsilon-2t\sqrt{1-\sigma^2x^2}+Dx}_{B(x)}+\tfrac12\Gamma x^2+E_{\rm rep}.
\label{eq:E}
\end{equation}
Both $B$ and the charge term are convex, so $E$ has one minimum. The Mulliken transfer can reach $|x|=1/\sigma>1$ when $s>0$, which would make one population negative; the example stays far from that limit.

\subsection{The charge map}

Varying the charge term at fixed input gives the site shifts $V_a=\sum_b\gamma_{ab}\Delta q_b^{\rm in}$. Because $q_a=\sum_bP_{ab}S_{ab}$, with $S$ the overlap matrix, symmetrising $\sum_aV_aq_a$ in $a$ and $b$ gives the Hamiltonian
\begin{equation}
H_{ab}=H^0_{ab}+\tfrac12S_{ab}(V_a+V_b),\qquad V=\gamma\,\Delta q^{\rm in}.
\end{equation}
The charge map is: form $V$, solve $Hc=\varepsilon Sc$, fill the lower orbital and take its Mulliken charges.

For input $(x_{\rm in},-x_{\rm in})$ one has $V_A-V_B=\Gamma x_{\rm in}$, and so $\sum_aV_aq_a=V_A+V_B+\Gamma x_{\rm in}x$. The output minimises $B(x)+\Gamma x_{\rm in}x$. With $W=D+\Gamma x_{\rm in}$ the condition is
\begin{equation}
\frac{2t\sigma^2x}{\sqrt{1-\sigma^2x^2}}=-W .
\end{equation}
Squaring gives $\sigma^2x^2=W^2/(W^2+4t^2\sigma^2)$, and $x$ has the sign opposite to $W$:
\begin{equation}
x_{\rm out}=F(x_{\rm in})=-\frac{W}{\sigma Q},\qquad Q=\sqrt{W^2+4t^2\sigma^2}.
\label{eq:F}
\end{equation}
Electrons go to the site with the lower shifted level. Differentiation gives
\begin{equation}
F'=-\frac\Gamma\sigma\left(\frac1Q-\frac{W^2}{Q^3}\right)=-\Gamma\chi,\qquad \chi=\frac{4t^2\sigma}{Q^3}>0 .
\end{equation}
Thus $F(x)-x$ falls strictly. As $F$ is bounded, there is one fixed point $x^*=F(x^*)$. There the output condition is $E'(x^*)=0$, so $x^*$ is the minimum of $E$.

\subsection{The Harris energy and its error}

Write the charge term as
\begin{equation}
\tfrac12\Gamma x^2=\Gamma x_{\rm in}x-\tfrac12\Gamma x_{\rm in}^2+\tfrac12\Gamma(x-x_{\rm in})^2 .
\end{equation}
The Harris energy drops the last square and minimises the rest:
\begin{align}
E_H(x_{\rm in})&=2\varepsilon_1-\sum_aV_aq_a^0-\tfrac12\sum_{ab}\gamma_{ab}\Delta q_a^{\rm in}\Delta q_b^{\rm in}+E_{\rm rep}\\
&=2\bar\varepsilon-\frac Q\sigma-\tfrac12\Gamma x_{\rm in}^2+E_{\rm rep}.
\end{align}
The second line follows from (\ref{eq:F}): $\sqrt{1-\sigma^2x_{\rm out}^2}=2t\sigma/Q$, so $-2t\sqrt{1-\sigma^2x_{\rm out}^2}+Wx_{\rm out}=-(4t^2\sigma^2+W^2)/(\sigma Q)=-Q/\sigma$. Restoring the dropped square at the output gives
\begin{equation}
E_H(x_{\rm in})=E(x_{\rm out})-\tfrac12\Gamma(x_{\rm out}-x_{\rm in})^2 .
\end{equation}
Because $\Gamma>0$, the function minimised in $E_H$ lies nowhere above $E(x)$. Hence $E_H(x_{\rm in})\le E(x^*)\le E(x_{\rm out})$. This ordering belongs to the present model; it does not follow for a functional whose full kernel, including $f_{xc}$, is not positive.

For neutral input, with $x_0=F(0)$,
\begin{equation}
E_H(0)-E(x^*)=-\tfrac12\Gamma x_0^2+\left[E(x_0)-E(x^*)\right].
\label{eq:err}
\end{equation}
The bracket is the relaxation energy missing from the tempting solution. For $D=0$ both $x_0$ and $x^*$ vanish, and so does the error.

\subsection{Numbers}

The fixed point of (\ref{eq:F}) is $x^*=0.3616$, so $q_A=1.36$ and $q_B=0.64$. The terms of (\ref{eq:E}), in order, give
\begin{equation}
E(x^*)=-0.5824-0.2115-0.0542+0.0128=-0.8353\ \text{hartree}.
\end{equation}
Equation (\ref{eq:err}) then reads
\begin{equation}
E_H(0)-E(x^*)=-0.0354+0.0135=-0.0219\ \text{hartree}=-0.60\ \text{eV}.
\end{equation}
The tempting answer is too large in magnitude by about 62\% of the correct error.

An estimate without iteration follows from expanding $B$ about its minimum $x_0$. Differentiating $B'(F(x_{\rm in}))=-\Gamma x_{\rm in}$ gives $B''=1/\chi$ at the output. Minimising $(x-x_0)^2/2\chi_0+\frac12\Gamma x^2$, with $\chi_0=\chi(0)$, yields $x=x_0/(1+\Gamma\chi_0)$ and
\begin{equation}
E_H(0)-E(x^*)\approx-\frac{\Gamma x_0^2}{2(1+\Gamma\chi_0)}=-\frac{0.03537}{1.5284}=-0.0231\ \text{hartree}.
\end{equation}
Its magnitude is 6\% above that of the correct error. The shift $x-x_0$ is of first order in $\Gamma$, so the neglected cubic term of $B$ makes the remainder third order.

Near the fixed point let $\delta=x_{\rm in}-x^*$ and $\eta=\Gamma\chi(x^*)$. Then $x_{\rm out}-x^*\approx-\eta\delta$ and $E''(x^*)=\Gamma+1/\chi(x^*)=\Gamma(1+\eta)/\eta$, so to leading order
\begin{align}
E(x_{\rm out})-E(x^*)&\approx\tfrac12\Gamma\eta(1+\eta)\delta^2,\\
E_H(x_{\rm in})-E(x^*)&\approx\tfrac12\Gamma(1+\eta)\left[\eta-(1+\eta)\right]\delta^2=-\tfrac12\Gamma(1+\eta)\delta^2 .
\end{align}
Here $\eta=0.79$. Unmixed iteration therefore converges locally, with alternating and slowly shrinking charge errors, and the output energy is closer to $E(x^*)$ than the Harris energy. For $\eta>1$ small charge errors would grow and this order of accuracy would reverse.

The numerical check checks these formulas by diagonalization and direct orbital minimisation. The error found here concerns self-consistency within the model. With $0.36$ electrons transferred, it says nothing about the size of the cubic density terms or of the monopole error.

\section*{Computed values}
\begin{verbatim}
e_A: -0.40 hartree
e_B: -0.25 hartree
h: -0.20 hartree
overlap s: 0.30
U_A: 0.45 hartree
U_B: 0.35 hartree
distance: 2.5 bohr
tau_A: 1.440 1/bohr
tau_B: 1.120 1/bohr
gamma_AB: 0.301761 hartree
Gamma: 0.196479 hartree
D: -0.15 hartree
sigma: 0.953939
t: 0.112637 hartree
mean level eav: -0.291209 hartree
x0 = F(0): 0.600000 electrons
self-consistent x*: 0.361551 electrons
q_A at x*: 1.361551 electrons
q_B at x*: 0.638449 electrons
chi at x=0: 2.689600 1/hartree
chi at x*: 4.034074 1/hartree
Gamma*chi at x=0: 0.528449
map slope F'(x*): -0.792609
Harris energy E_H(0): -0.857143 hartree
self-consistent energy E(x*): -0.835260 hartree
output energy E(x0): -0.821777 hartree
Harris error E_H(0)-E(x*): -0.021882 hartree
Harris error: -0.5955 eV
output error E(x0)-E(x*): 0.013484 hartree
output error: 0.3669 eV
bare estimate: -0.035366 hartree
relaxed estimate: -0.023139 hartree
quadratic estimate about x*: -0.023020 hartree
expansion remainder ratio on halving: 7.948
estimate remainder ratio on halving: 7.770
random models tested: 200
Unmixed iteration: n, x_in, x_out (electrons), Harris error, output error (hartree)
0 0.000000 0.600000 -2.188e-02 1.348e-02
1 0.600000 0.154928 -1.030e-02 9.161e-03
2 0.154928 0.509652 -7.308e-03 5.054e-03
3 0.509652 0.236945 -3.934e-03 3.372e-03
4 0.236945 0.454676 -2.689e-03 1.969e-03
5 0.454676 0.284800 -1.545e-03 1.290e-03
\end{verbatim}
